# Algebraic Potential Tail of a Cold-Ion Sheath at Bohm Speed

A sheath solver needs an upstream boundary condition. If it assumes that the potential dies exponentially over a few Debye lengths, it fails for cold ions entering at the Bohm speed. There the linear term of Poisson's equation vanishes, and with it the exponential rate. In the floating-wall example below, moving from 20 to 40 Debye lengths from the virtual origin of the tail (defined below) reduces the potential only by a factor of 3.9; for the same distances from the wall the factor is 4.7. A decay length of one Debye length would have given a factor of $e^{20}$. A domain cut off on that assumption distorts the tail.

## Model and sign conventions

The wall is planar and the sheath is steady. Ions are cold and singly charged, with no collisions or ionization. Electrons are Boltzmann distributed at temperature $T_e$. Far upstream the plasma is neutral and field-free, with density $n_0$, potential $\phi=0$ and ion speed $u_B=\sqrt{kT_e/M}$ towards the wall, where $M$ is the ion mass.

The wall is negative, so define the positive quantity

$$\chi=-\frac{e\phi}{kT_e},\qquad \lambda_D=\sqrt{\frac{\varepsilon_0kT_e}{n_0e^2}} .$$

The coordinate $x$ is the distance from the wall into the plasma in units of $\lambda_D$, and a prime means $d/dx$. Thus $\chi$ falls as $x$ increases.

Ion energy conservation, $Mu^2/2+e\phi=Mu_B^2/2$, gives $u^2=u_B^2(1+2\chi)$. Constant flux, $n_iu=n_0u_B$, then gives

$$\frac{n_i}{n_0}=(1+2\chi)^{-1/2},\qquad \frac{n_e}{n_0}=e^{-\chi}.$$

In Poisson's equation, $\varepsilon_0\,d^2\phi/d(\lambda_Dx)^2=-e(n_i-n_e)$, the minus sign cancels the one in $\phi=-(kT_e/e)\chi$. The factors of $\lambda_D$ cancel too, leaving

$$\chi''=(1+2\chi)^{-1/2}-e^{-\chi}. \tag{1}$$

## Why the decay is algebraic

For small $\chi$ the two densities are

$$(1+2\chi)^{-1/2}=1-\chi+\tfrac32\chi^2-\tfrac52\chi^3+\cdots,$$
$$e^{-\chi}=1-\chi+\tfrac12\chi^2-\tfrac16\chi^3+\cdots .$$

The constant terms cancel by neutrality. The linear terms cancel because the entry speed is $u_B$: both densities then fall at the same initial rate. What remains is

$$\chi''=\chi^2-\tfrac73\chi^3+\cdots. \tag{2}$$

To find the decaying solution without guessing its form, multiply (1) by $\chi'$ and integrate from the field-free plasma, where $\chi=\chi'=0$:

$$\tfrac12\chi'^2=F(\chi),\qquad F=\sqrt{1+2\chi}+e^{-\chi}-2. \tag{3}$$

The constant $-2$ makes $F(0)=0$. For $\chi>0$, $e^{2\chi}>1+2\chi$, so $F'(\chi)=(1+2\chi)^{-1/2}-e^{-\chi}>0$. Hence $F>0$, the slope cannot vanish at finite $\chi>0$, and the profile falls monotonically from the wall:

$$\chi'=-\sqrt{2F(\chi)}. \tag{4}$$

Integrating (2) over $\chi$ gives the small-potential form

$$F=\tfrac13\chi^3-\tfrac7{12}\chi^4+\cdots. \tag{5}$$

Now differentiate $\chi^{-1/2}$ and use (4):

$$\frac{d}{dx}\chi^{-1/2}=-\tfrac12\chi^{-3/2}\chi'=\frac{\sqrt{2F}}{2\chi^{3/2}}\longrightarrow\frac12\sqrt{\frac23}=\frac1{\sqrt6}\quad(\chi\to0).$$

The distance needed to reach $\chi=0$ is $\int d\chi/\sqrt{2F}$. Its integrand behaves as $\chi^{-3/2}$, so the integral diverges and the limit lies at infinite $x$. A function whose slope tends to $1/\sqrt6$ grows as $x/\sqrt6$ to leading order. Therefore $\chi^{-1/2}/x\to1/\sqrt6$, or

$$\boxed{\chi\sim\frac{6}{x^2}=6\left(\frac{\lambda_D}{x_{\rm phys}}\right)^2,\qquad x_{\rm phys}=\lambda_Dx\to\infty.} \tag{6}$$

As a check, $(6/x^2)''=36/x^4=(6/x^2)^2$, which satisfies the leading part of (2).

## The virtual origin and the next term

At finite distance, (6) needs an origin. Let $\chi_w$ be the wall value. Integrating (4) from the wall gives

$$x=\int_\chi^{\chi_w}\frac{dq}{\sqrt{2F(q)}} .$$

From (5), the integrand for small $q$ is

$$\frac1{\sqrt{2F}}=\sqrt{\tfrac32}\,q^{-3/2}\left(1-\tfrac74q\right)^{-1/2}+\cdots
=\sqrt{\tfrac32}\left(q^{-3/2}+\tfrac78q^{-1/2}\right)+\cdots .$$

The first term contributes $\sqrt6(\chi^{-1/2}-\chi_w^{-1/2})$. After it is subtracted, the rest is integrable down to zero. This defines a finite offset

$$C=\int_0^{\chi_w}\left[\frac1{\sqrt{2F(q)}}-\sqrt{\tfrac32}\,q^{-3/2}\right]dq-\sqrt{\frac6{\chi_w}}. \tag{7}$$

With $s=x-C$, the remaining integral from $0$ to $\chi$ enters with a minus sign:

$$s=\sqrt6\,\chi^{-1/2}-\tfrac74\sqrt{\tfrac32}\,\chi^{1/2}+\cdots
=\sqrt6\,\chi^{-1/2}\left(1-\tfrac78\chi\right)+\cdots .$$

Squaring and solving for $\chi$ gives $\chi=(6/s^2)(1-\tfrac74\chi+\cdots)$. Inserting $\chi=6/s^2$ in the bracket yields

$$\chi=\frac6{s^2}-\frac{63}{s^4}+\cdots,\qquad
-\chi'=\frac{12}{s^3}-\frac{252}{s^5}+\cdots. \tag{8}$$

The leading net charge density is $36n_0e/s^4$. The local decay length $\chi/|\chi'|$ is $s/2$ to leading order, so it grows with distance instead of settling to a constant. Replacing $s$ by $x$ leaves the limit (6) unchanged, but introduces a relative error of order $2C/x$ at finite distance.

## Use in a solver

On a finite domain, impose (4) at the upstream end. Within this model it selects the same solution as an infinite domain, because it fixes the integration constant in (3). The subtraction in $F$ loses digits at small $\chi$, so for $\chi$ below about $10^{-3}$ use

$$\chi'=-\sqrt{\tfrac23\chi^3-\tfrac76\chi^4}.$$

The next term in $F$ is $\tfrac{13}{15}\chi^5$. Its size relative to $\chi^3/3$ is $2.6\chi^2$, or about $3\times10^{-6}$ at the switch.

Setting $\chi=0$ at a finite position $s=S$ is less accurate. Write $\chi=6/s^2+\eta$ and linearize $\chi''=\chi^2$ to obtain $\eta''=12\eta/s^2$. A power $s^p$ requires $p(p-1)=12$, so $p=4$ or $p=-3$. The growing solution must offset $6/S^2$ at the boundary, which makes the relative error scale as $(s/S)^6$ for $s\ll S$. The same $s^4$ solution amplifies errors when one integrates outward from the wall with the second-order equation (1).

## Entry speeds above and below the Bohm speed

Let the entry speed be $mu_B$. The ion density becomes

$$(1+2\chi/m^2)^{-1/2}=1-\frac{\chi}{m^2}+\frac{3\chi^2}{2m^4}+\cdots,$$

and subtracting the electron density gives

$$\chi''=k^2\chi+a\chi^2+\cdots,\qquad k^2=1-\frac1{m^2},\quad a=\frac12\left(\frac3{m^4}-1\right). \tag{9}$$

For $m$ slightly above 1, $a$ is positive. The first integral of the two retained terms is $\chi'^2=k^2\chi^2+\tfrac23a\chi^3$. Try $\chi=A\,\mathrm{csch}^2(bs)$. Then $\chi'=-2b\chi\coth(bs)$, and since $\coth^2=1+\mathrm{csch}^2=1+\chi/A$,

$$\chi'^2=4b^2\chi^2+\frac{4b^2}{A}\chi^3 .$$

Matching coefficients gives $b=k/2$ and $A=3k^2/(2a)$:

$$\chi=\frac{3k^2}{2a}\,\mathrm{csch}^2\!\left(\frac{ks}2\right). \tag{10}$$

For $ks\ll1$ this is $6/(as^2)$; for $ks\gg1$ it is $(6k^2/a)e^{-ks}$. The power law is therefore the marginal case, and a small excess speed cuts it off. At $m=1.01$ the exponential decay length is $1/k=7.1$ Debye lengths. A solver that prescribes the inflow speed to one per cent has not determined the far tail.

For $m<1$, the first integral starts as $\chi'^2=k^2\chi^2$ with $k^2<0$. No real slope exists at small positive $\chi$, so no monotonic sheath of this model joins the field-free plasma.

## Worked example: a floating wall in argon

Take rough typical values for a low-pressure processing plasma: $T_e=3$ eV, $n_0=10^{11}$ cm$^{-3}$, argon at 1 mTorr and 300 K. In SI units,

$$\lambda_D=\sqrt{\frac{(8.854\times10^{-12})(3)}{(10^{17})(1.602\times10^{-19})}}=4.07\times10^{-5}\ {\rm m}=40.7\ \mu{\rm m}.$$

A floating wall draws equal ion and electron fluxes. The one-sided Maxwellian electron flux is reduced by $e^{-\chi_w}$, so

$$n_0\sqrt{\frac{kT_e}{M}}=n_0e^{-\chi_w}\sqrt{\frac{kT_e}{2\pi m_e}},\qquad
\chi_w=\frac12\ln\frac{M}{2\pi m_e}=4.68 .$$

The wall lies at $-4.68\times3=-14.0$ V relative to the upstream plasma. Equation (7) gives $C=3.39$: the virtual origin is 3.39 Debye lengths from the wall, on the plasma side.

Equation (1) was also solved numerically with $\chi=\chi_w$ at the wall and $\chi=0$ at $x=400$, without imposing the power law. At $s=20$ the solution is $\chi=0.01462$. The leading term gives $6/400=0.01500$, and both terms of (8) give $0.01500-0.00039=0.01461$. The potential there is $-44$ mV and the field magnitude is 1.05 V/cm. At $s=10$, $6/s^2$ is 10% above the numerical value, so the leading term alone is a coarse estimate that close in.

The offset matters more. At 20 Debye lengths from the wall the full solution is 0.0210, whereas $6/x^2$ gives 0.0150, which is 29% too low.

## Friction replaces the far tail

In a discharge the field-free upstream state is replaced by a presheath. Let ions lose momentum at the rate $Mu^2/\lambda_i$ per ion, where $\lambda_i$ is a constant mean free path, and let $\delta=\lambda_D/\lambda_i$. Use $X$, in Debye lengths, pointing towards the wall. With $w=u^2/u_B^2$, the ion momentum equation divided by $kT_e/\lambda_D$ is

$$\frac12\frac{dw}{dX}=\frac{d\chi}{dX}-\delta w. \tag{11}$$

Here $n_0$ and $\chi=0$ refer to the point where the quasineutral solution reaches $u_B$; this is also $X=0$. Near it $w\simeq1+2\chi-2\delta X$. Constant flux gives $n_i/n_0=w^{-1/2}\simeq1-\chi+\delta X+\tfrac32\chi^2$, and subtracting $e^{-\chi}$ leaves

$$\frac{d^2\chi}{dX^2}=\chi^2+\delta X. \tag{12}$$

Setting $\chi=\delta^{2/5}y$ and $X=\delta^{-1/5}z$ multiplies every term by $\delta^{4/5}$ and gives $y''=y^2+z$. Upstream, $z$ is negative and the smooth quasineutral branch is $y\simeq-\sqrt{-z}$. The plasma potential thus continues to rise away from the wall instead of levelling off.

The inverse-square tail can appear only between the strong sheath and this transition. Here $s$ is measured back from the point where the solution of (12) diverges, which lies a distance of order $\delta^{-1/5}$ beyond $X=0$. The friction term $\delta X$ is therefore of order $\delta^{4/5}$, and $36/s^4$ falls to that order at $s\sim\delta^{-1/5}$. The divergence lies at $z=3.41$, so the friction term is $3.41\,\delta^{4/5}-\delta s$, and it equals $36/s^4$ at $s\simeq2.5\,\delta^{-1/5}$. A simple estimate of the same order replaces the term by $\delta s$ and gives the window below. Its lower limit is generous, since by (8) the leading term alone needs $s^2\gg10.5$:

$$1\ll s\ll(36/\delta)^{1/5}. \tag{13}$$

For the example, the gas density is $3.2\times10^{19}$ m$^{-3}$. A rough ion-neutral cross section of $10^{-14}$ cm$^2$ gives $\lambda_i=31$ mm and $\delta=1.31\times10^{-3}$. The upper end of (13) is then only $s\simeq7.7$, where the second term of (8) is still 18% of the first and the solution of (12) has already fallen to about 59% of $6/s^2$. There is no wide region in which $6/s^2$ alone describes this plasma.

A numerical solution of (11) with Poisson's equation shows the effect. The wall value $\chi_w$, $T_e$ and $n_0$ are the same in both columns:

| Distance from wall ($\lambda_D$) | Ideal $\chi$ | $\chi$ with friction |
|---|---|---|
| 5 | 0.583 | 0.559 |
| 10 | 0.112 | 0.066 |
| 15 | 0.041 | −0.033 |
| 20 | 0.021 | −0.078 |

Relative to the ideal value, friction lowers $\chi$ by 4% at 5 Debye lengths and by 41% at 10. With friction, $\chi$ crosses zero at 12.7 Debye lengths from the wall, or 0.52 mm. The negative values mean that the plasma farther upstream is positive relative to the sonic-point reference.

At the zero crossing, the scaled equation gives $|d\chi/dX|=0.960\,\delta^{3/5}=0.018$. Multiplying by $kT_e/(e\lambda_D)=737$ V/cm gives a field of about 13 V/cm. The full friction model departs from this scaled slope by 2.7% at $\delta=10^{-3}$ and 0.4% at $\delta=10^{-5}$, as expected for a small-$\delta$ law.

## Warm ions and missing electrons

Warm ions alter the coefficient. For adiabatic index 3 and $\tau=T_i/T_e$, with density $n$ in units of $n_0$ and entry speed $U$ in units of $u_B$, energy conservation reads

$$\frac{U^2}{2n^2}+\frac{3\tau n^2}{2}=\frac{U^2+3\tau}{2}+\chi .$$

Insert $n=1-\chi+n_2\chi^2$. The linear terms require $U^2=1+3\tau$, the shifted marginal speed. The quadratic terms give $(U^2-3\tau)n_2=\tfrac32(U^2+\tau)$, so $n_2=\tfrac32+6\tau$. Subtracting the electron coefficient $\tfrac12$ leaves $\chi''=(1+6\tau)\chi^2$, whose tail is $6/[(1+6\tau)s^2]$. For $T_i=0.05$ eV the amplitude is 5.45, a reduction of 9%. The power remains 2 in this fluid model.

An absorbing wall also removes the fastest electrons from the returning stream. Integrating the truncated Maxwellian gives $n_e\propto e^{-\chi}[1+\mathrm{erf}\sqrt{\chi_w-\chi}]$. Its initial logarithmic fall is $1+\epsilon$, with

$$\epsilon=\frac{e^{-\chi_w}}{\sqrt{\pi\chi_w}\,[1+\mathrm{erf}\sqrt{\chi_w}]}=1.2\times10^{-3}.$$

If cold ions are still injected at $u_B$, the linear terms no longer cancel and $\chi''$ contains $\epsilon\chi$. The far tail becomes exponential with length $1/\sqrt\epsilon=29$ Debye lengths. Setting $m^2=1/(1+\epsilon)$ restores the cancellation.

## Relation to a processing reactor

The example resembles a low-pressure, high-density argon source; 1 mTorr is at the low end of processing pressures. At 10 Debye lengths from the wall and beyond, friction is the largest correction considered here; within about 4 Debye lengths (nearly 5 if the wall floats with the warm-ion flux), ion temperature changes the potential more. At 5 mTorr, with the other inputs fixed, $\delta$ is five times larger and the upper limit in (13) falls to about 5.6. Ionization may also matter: if it has to sustain the plasma across a 100 mm half-gap, a quasineutral balance with the same friction law gives a rate per unit length of about 0.44 of the inverse half-gap, or 0.14 of the friction rate. It enters the sonic-point equation twice, through added flux and through momentum loading, so its effect there is roughly 0.3 of that of friction. The 3 eV used here is an assumed value and was not obtained from such a particle balance. Because the ionization rate depends steeply on $T_e$, the actual rate at 3 eV may be several times smaller. A radio-frequency bias breaks the steady-state assumption, and its effect is not estimated here. For such a reactor, (4) is suitable for checking a collisionless solver, while a prediction of the field near the sheath edge should include the presheath. The numerical output below gives the remaining values.

## Values computed for the example and the checks

```
Electron temperature: 3.0 eV
Upstream (sonic-point) density: 1.0e+11 cm^-3
Argon ion mass: 39.95 u
Gas pressure: 1.0 mTorr
Gas temperature: 300 K
Ion-neutral cross section: 1.0e-14 cm^2
Debye length: 40.72 um
Bohm speed: 2.692 km/s
Floating wall chi: 4.679 (dimensionless)
Floating wall potential: -14.04 V
Offset C of virtual origin from wall: 3.393 Debye lengths
Tail amplitude from full Poisson solution: 6.0116 (dimensionless)
Tail: s [Debye lengths], full chi, 6/s^2, two terms, log-log slope
  10  0.054437  0.060000  0.053700  -1.8191
  20  0.014619  0.015000  0.014606  -1.9496
  40  0.003726  0.003750  0.003725  -1.9870
Full potential at s=20: -43.86 mV
Full field magnitude at s=20: 1.050 V/cm
Comparison Mach number: 1.01 (dimensionless)
Its exponential decay length: 7.124 Debye lengths
Ion mean free path: 31.07 mm
Friction parameter delta: 1.311e-03 (dimensionless)
Estimated upper end of tail window, s: 7.72 Debye lengths
Relative second term there, 10.5/s^2: 0.176 (dimensionless)
Chi=0 with friction, distance from wall: 12.74 Debye lengths
Distance from wall [Debye lengths], ideal chi, chi with friction
  2  2.1798  2.1657
  5  0.5830  0.5588
  10  0.1120  0.0656
  15  0.0414  -0.0325
  20  0.0210  -0.0781
Scaled slope at chi=0, local equation: 0.9600 (dimensionless)
Friction model deviation at delta=1e-3: 2.68 percent
Friction model deviation at delta=1e-5: 0.43 percent
Ion temperature: 0.050 eV
Warm-ion marginal tail amplitude: 5.455 (dimensionless)
Linear term from lost electrons: 1.213e-03 (dimensionless)
Resulting decay length at u_B: 28.71 Debye lengths
Half-gap for ionization estimate: 100 mm
Mean free path / half-gap: 0.311 (dimensionless)
```
